# Capillary Stability of a Silicide Ridge with Pinned Contact Lines, part 1

(Sections cited here and not found follow in the second part.)

## First half: pressure, area and long waves

A calculation for a nickel silicide line 60 nm wide has to choose between a mean thickness of 15 nm and one of 30 nm. The line will be held at 600 °C, where surface atoms are assumed mobile enough to reshape it. The choice hangs on one sign: does a section that becomes slightly thicker acquire a higher or a lower capillary pressure? If higher, material leaves it and the disturbance fades. If lower, material flows in and the line starts to break into beads.

The ridge runs along $z$ on a flat, immobile substrate. Its two contact lines are pinned at $x=-a$ and $x=a$, so its width $w=2a$ is fixed. Its free surface has an isotropic energy $\gamma$ per area. Gravity is left out throughout; stress and grain boundaries are left out at first. Curvature $\kappa$ is positive for a surface that bulges outward, and capillary pressure is $p=\gamma\kappa$, measured relative to a flat surface.

### Entry 1: a shallow ridge

For a small surface slope, curvature is minus the second derivative of height. Uniform curvature across the section then requires a parabola. With crest height $h_0$ and zero height at the pinned lines,

$$y(x)=h_0\left(1-\frac{x^2}{a^2}\right),\qquad \kappa=-y''=\frac{2h_0}{a^2}.$$

The cross-sectional area is

$$A=\int_{-a}^{a}y\,dx=h_0\left(2a-\frac{2a^3}{3a^2}\right)=\frac{4ah_0}{3}.$$

Hence $h_0=3A/(4a)$. Substitution in the curvature gives

$$\kappa=\frac{3A}{2a^3},\qquad \frac{dp}{dA}=\frac{3\gamma}{2a^3}>0.$$

Because the width cannot change, added material must raise the crest, and a higher crest over the same base is more strongly curved. The shallow ridge therefore resists a slow variation of area. The approximation cannot say how steep the ridge may become before this ceases to hold.

### Entry 2: the circular segment

Without the small-slope approximation, uniform curvature gives a circular arc of radius $R$. Let $\theta$ be the contact angle measured inside the silicide, with $0<\theta<\pi$. Seen from the centre of the circle, the arc extends from $-\theta$ to $\theta$ about the vertical. Half the base is therefore

$$a=R\sin\theta,\qquad R=\frac{a}{\sin\theta},\qquad \kappa=\frac1R=\frac{\sin\theta}{a}.$$

The circular sector has area $R^2\theta$. The triangle between the centre and the base has half-base $R\sin\theta$ and signed height $R\cos\theta$, hence signed area $R^2\sin\theta\cos\theta$. Below $90^\circ$ the centre lies under the base and the triangle is subtracted from the sector. Above $90^\circ$ the cosine is negative, and the same expression adds it. In both cases

$$A=R^2(\theta-\sin\theta\cos\theta)=a^2F(\theta),\qquad F(\theta)=\frac{\theta-\sin\theta\cos\theta}{\sin^2\theta}.$$

To vary the area at fixed $a$, I differentiate $F$. The derivative of its numerator is

$$1-(\cos^2\theta-\sin^2\theta)=2\sin^2\theta.$$

The quotient rule then gives

$$F'=2-\frac{2\cos\theta\,(\theta-\sin\theta\cos\theta)}{\sin^3\theta}
=\frac{2(\sin^3\theta-\theta\cos\theta+\sin\theta\cos^2\theta)}{\sin^3\theta}.$$

The first and last terms in the bracket add to $\sin\theta(\sin^2\theta+\cos^2\theta)=\sin\theta$. Therefore

$$\frac{dA}{d\theta}=\frac{2a^2(\sin\theta-\theta\cos\theta)}{\sin^3\theta}.$$

The remaining bracket is zero at $\theta=0$. Its derivative is $\cos\theta-\cos\theta+\theta\sin\theta=\theta\sin\theta$, which is positive for $0<\theta<\pi$. The bracket is thus positive throughout this interval, and area increases steadily with angle.

The pressure is $p=\gamma\sin\theta/a$, so $dp/d\theta=\gamma\cos\theta/a$. Dividing this by $dA/d\theta$ gives

$$\boxed{\frac{dp}{dA}=\frac{\gamma\cos\theta\,\sin^3\theta}{2a^3(\sin\theta-\theta\cos\theta)}}.$$

All factors except $\cos\theta$ are positive. The slope is positive below $90^\circ$, zero at $90^\circ$ and negative above it.

The geometry behind the sign is plain. With fixed chord $2a$, the smallest circle that can pass through both contact lines has radius $a$, and the ridge is then a semicircle. Adding material before that point makes the circle smaller and the pressure higher. Adding material after it makes the circle larger and the pressure lower.

### Entry 3: limits of the formula

For small $\theta$,

$$\sin\theta-\theta\cos\theta=
\left(\theta-\frac{\theta^3}{6}\right)-\left(\theta-\frac{\theta^3}{2}\right)+O(\theta^5)
=\frac{\theta^3}{3}+O(\theta^5).$$

With $\sin^3\theta\simeq\theta^3$ and $\cos\theta\simeq1$, the boxed result becomes $3\gamma/(2a^3)$, as found for the parabola.

Near $90^\circ$, $\cos\theta\simeq\pi/2-\theta$, while $\sin\theta$ and the bracket both tend to one. Hence

$$\frac{dp}{dA}\simeq\frac{\gamma}{2a^3}\left(\frac{\pi}{2}-\theta\right).$$

The restoring response goes to zero linearly; it does not jump.

As $\theta$ approaches $180^\circ$, I hold $R$ fixed instead of $a$. Substituting $a=R\sin\theta$ cancels $\sin^3\theta$:

$$\frac{dp}{dA}=\frac{\gamma\cos\theta}{2R^3(\sin\theta-\theta\cos\theta)}
\longrightarrow-\frac{\gamma}{2\pi R^3}.$$

A full cylinder has $A=\pi R^2$ and $p=\gamma/R$. Its slope is $(-\gamma/R^2)/(2\pi R)$, the same value. The formula thus joins a stable shallow strip to a cylinder that is unstable to long waves.

As a numerical test, the area was integrated over the arc at angles of 20, 60, 85, 95 and 130 degrees. Finite differences of curvature and area reproduced the boxed slope, with $\gamma=a=1$, to within one part in $10^5$.

### Entry 4: from pressure to energy

A pressure slope becomes a stability criterion through the energy. Pinning fixes the area of the base, so the energies of the covered and bare substrate do not change. Apart from a constant, the energy per unit length is $E=\gamma L$, where

$$L=2R\theta=\frac{2a\theta}{\sin\theta},\qquad
\frac{dL}{d\theta}=\frac{2a(\sin\theta-\theta\cos\theta)}{\sin^2\theta}.$$

Dividing by $dA/d\theta$ cancels the common bracket:

$$\frac{dE}{dA}=\gamma\frac{dL/d\theta}{dA/d\theta}=\frac{\gamma\sin\theta}{a}=p.$$

Now let the area vary slowly along the ridge, $A(z)=A_0+\delta A(z)$, with every section still close to a circular segment. Expanding its energy gives

$$\Delta E_{\rm tot}=p\int\delta A\,dz+\frac12\frac{dp}{dA}\int(\delta A)^2dz+\cdots.$$

Fixed total volume means $\int\delta A\,dz=0$, which removes the first term. The omitted quadratic terms contain axial slopes. For a wave of wavenumber $k$ they carry a factor $k^2$ and vanish relative to the displayed term as $k\to0$, provided $dp/dA$ is not zero.

For $\delta A=\delta A_0\cos kz$, the mean of $\cos^2kz$ is one half. The energy change per unit length is

$$\frac{\Delta E_{\rm tot}}{\text{length}}=\frac14\frac{dp}{dA}(\delta A_0)^2.$$

Below $90^\circ$ the modulation costs energy. Above $90^\circ$ it releases energy.

This was tested by integrating the surface area of a modulated ridge in three dimensions, at angles of $60^\circ$ and $120^\circ$. The area modulation was 2% and $ka$ was 0.05. The energy change agreed with the formula within 2% in both cases, including its change of sign.

### Entry 5: what the pinning does

Suppose instead that both contact lines move freely while the angle stays fixed. Every section then has the same shape and a different size. Writing $A=cR^2$, with $c=\theta-\sin\theta\cos\theta$ constant,

$$\kappa=\frac1R=\sqrt{\frac cA},\qquad
\frac{d\kappa}{dA}=-\frac12\frac{\sqrt c}{A^{3/2}}=-\frac{\kappa}{2A}<0.$$

The sign is negative at every contact angle. A larger section is now a larger circle and has a lower pressure.

The energy gives the same answer when it includes the moving base. Young's condition says that covering unit area of substrate changes its energy by $-\gamma\cos\theta$. The energy per length is therefore

$$E=\gamma(2R\theta-2R\sin\theta\cos\theta)=\frac{2\gamma A}{R}=2\gamma\sqrt{cA}.$$

Its derivative is $\gamma\sqrt{c/A}=\gamma/R=p$, and its second derivative is negative.

A contact angle below $90^\circ$ is thus not sufficient for stability; the lines must also be held. In practice pinning works over a range of angles. If a thinning section reaches the lower end of that range, its contact lines retract and the fixed-width calculation no longer applies.

### Entry 6: long-wave motion by surface diffusion

To obtain a time, I take transport by diffusion along the free surface. Let $\Omega$ be the volume of one transported unit, $D_s$ its surface diffusivity and $\delta$ the thickness of the mobile layer. There are $\delta/\Omega$ mobile units per surface area. Capillarity changes their chemical potential by $\Omega\gamma\kappa$. The number flux per length of contour is mobility times density times force:

$$J=-\frac{D_s}{k_BT}\frac{\delta}{\Omega}\frac{\partial(\Omega\gamma\kappa)}{\partial z}
=-\frac{D_s\delta\gamma}{k_BT}\frac{\partial\kappa}{\partial z}.$$

Multiplication by $\Omega$ and by the arc length $L$ gives the volume carried along the ridge per time:

$$Q=-BL\frac{\partial\kappa}{\partial z},\qquad
B=\frac{D_s\delta\gamma\Omega}{k_BT}.$$

Volume conservation is $\partial A/\partial t=-\partial Q/\partial z$. Since $\partial\kappa/\partial z$ is already of first order, $L$ may be given its unperturbed value:

$$\frac{\partial\,\delta A}{\partial t}=BL\frac{d\kappa}{dA}\frac{\partial^2\delta A}{\partial z^2}.$$

For $\delta A\propto e^{\sigma t}\cos kz$, two $z$-derivatives give $-k^2$. Inserting $L=2R\theta$ and the slope written with $R$,

$$\sigma=-B(2R\theta)k^2\frac{\cos\theta}{2R^3(\sin\theta-\theta\cos\theta)}
=-\frac{Bk^2}{R^2}\,\frac{\theta\cos\theta}{\sin\theta-\theta\cos\theta}.$$

The rate is negative below $90^\circ$ and positive above it. This derivation assumes that curvature becomes uniform around each section much faster than material travels one wavelength. Distances around the arc are of order $R$, so the assumption suits $kR\ll1$. Close to $90^\circ$ the rate formula needs still longer waves, because the neglected axial curvature then competes with a very small pressure slope.

A numerical solution of surface diffusion, which allowed curvature to vary around the arc, tested the assumption. At $kR=0.02$ and angles of 40, 70, 110 and 130 degrees, its rates agreed with the formula within 1%.

## Second half: general disturbances and a nickel silicide line

The ridge has fixed half-width $a$, surface radius $R=a/\sin\theta$, area $A=a^2F(\theta)$ and pressure $p=\gamma\kappa$. Here $\theta$ is the contact angle and $F(\theta)=(\theta-\sin\theta\cos\theta)/\sin^2\theta$. At fixed width, $dp/dA$ has the sign of $\cos\theta$. A long wave of wavenumber $k$ therefore decays below $90^\circ$ and grows above it. Surface diffusion is described by $B=D_s\delta\gamma\Omega/(k_BT)$, and the long-wave rate is

$$\sigma=-\frac{Bk^2}{R^2}\frac{\theta\cos\theta}{\sin\theta-\theta\cos\theta}.$$

### Entry 7: disturbances of any wavelength

The first half let each section change as a circular segment. I now displace the surface radially from $R$ to $R+u(\varphi,z)$, where $-\theta\leq\varphi\leq\theta$. Pinning requires $u(\pm\theta,z)=0$. To second order the surface area per $d\varphi\,dz$ is

$$\sqrt{(R+u)^2+u_\varphi^2+(R+u)^2u_z^2}
\simeq R+u+\frac{u_\varphi^2}{2R}+\frac{Ru_z^2}{2}.$$

Subscripts denote derivatives. The corresponding volume is $(R+u)^2/2$, apart from a fixed triangle. At fixed volume I may subtract $p$ times volume from the energy, with $p=\gamma/R$:

$$\gamma\left[R+u+\frac{u_\varphi^2}{2R}+\frac{Ru_z^2}{2}-\frac{R^2+2Ru+u^2}{2R}\right].$$

The linear terms cancel. With arc length $s=R\varphi$, so that $u_\varphi=Ru_s$ and $d\varphi=ds/R$, the quadratic energy is

$$\Delta E=\frac{\gamma}{2}\iint\left(u_s^2+u_z^2-\frac{u^2}{R^2}\right)ds\,dz.$$

The first two terms are the cost of extra slope. The negative term is the gain available to a curved surface.

A function that vanishes at both ends of the arc can be expanded in sine waves that fit between them. The longest is $\cos(\pi\varphi/2\theta)$, for which two derivatives in $s$ give $-(\pi/2\theta)^2/R^2$. With axial wavenumber $k$, the lowest stiffness is therefore

$$\gamma\left[\frac{(\pi/2\theta)^2-1}{R^2}+k^2\right].$$

For $\theta<\pi/2$ it is positive at every $k$. The ridge is then stable in this model to small disturbances of any wavelength. For $\theta>\pi/2$ the stiffness is negative when

$$kR<\sqrt{1-\left(\frac{\pi}{2\theta}\right)^2}.$$

As $\theta\to180^\circ$ this cutoff tends to $\sqrt{3}/2$. It stays below the value 1 of a free cylinder because the surface is still held along one line.

The energy also decides the motion. Integrating its first variation by parts gives the curvature change

$$\delta\kappa=-\left(u_{ss}+u_{zz}+\frac{u}{R^2}\right).$$

Surface diffusion obeys $u_t=B\nabla^2\delta\kappa$, with no flux through the contact lines. Hence

$$\frac{d\Delta E}{dt}=\gamma\iint\delta\kappa\,u_t\,ds\,dz
=-\gamma B\iint|\nabla\delta\kappa|^2ds\,dz\leq0.$$

A mode proportional to $e^{\sigma t}$ has $d\Delta E/dt=2\sigma\Delta E$. If $\Delta E>0$, $\sigma$ cannot be positive. It could be zero if $\delta\kappa$ were uniform, which for $k\neq0$ means $\delta\kappa=0$; positive stiffness then leaves only $u=0$. Such modes therefore decay. If a disturbance starts with $\Delta E<0$, its energy cannot rise back to zero, so it cannot die away.

With its contact lines pinned, the ideal ridge is stable to small disturbances of any wavelength below $90^\circ$, while above $90^\circ$ it is unstable to waves longer than a cutoff. It remains to join this result to the pressure slope, apply it to the 15 nm and 30 nm lines, and consider the effects left out of the model.
